# Sen-Thorpe band edges of a silica network with central Si-O springs

Q: Amorphous silica has no unit cell and no Bloch waves. How can its vibrational bands have edges that depend on a spring constant, two masses and one angle?

A: In silica as such they do not; in a definite model they do. Let each Si have four O neighbours in ideal tetrahedral directions, and each O two Si neighbours. Let the Si-O-Si angle $\theta$ be the same everywhere, with $90^\circ<\theta<180^\circ$. Ring sizes and dihedral angles are left free. The forces are Si-O springs of constant $\alpha$, at their natural length in equilibrium. Angle-bending and Coulomb forces are left out.

For a bond $b$ between silicon $i$ and oxygen $o$, let $\mathbf n_b$ be the unit vector from Si to O. To first order in the displacements $\mathbf u$, the elongation and the energy are

$$e_b=\mathbf n_b\cdot(\mathbf u_o-\mathbf u_i),\qquad V=\frac{\alpha}{2}\sum_b e_b^2 .$$

Second-order terms in the elongation would multiply the spring tension, which is zero at equilibrium, so $V$ is complete to second order.

Q: You still have a matrix as large as the sample, with disordered directions in it.

A: The disorder drops out if we work with elongations instead of displacements. Write $e=Au$, and let $\mathcal M$ be the diagonal matrix of masses, $m$ for O and $M$ for Si. A mode of frequency $\omega$ obeys

$$\omega^2\mathcal M u=\alpha A^{T}A\,u .$$

Multiplying from the left by $A\mathcal M^{-1}$ gives

$$\omega^2 e=Be,\qquad B=\alpha A\mathcal M^{-1}A^{T}.$$

No mode with $\omega\neq0$ is lost, because $e=0$ would make $\omega^2\mathcal Mu=0$ and hence $u=0$. None is added either: if $Be=\omega^2e$ with $\omega\ne0$, then $u=\alpha\mathcal M^{-1}A^Te/\omega^2$ has $Au=e$ and satisfies the equation of motion.

Q: What are the elements of $B$? I would like to see the signs.

A: Row $b$ of $A$ contains $+\mathbf n_b$ at the oxygen and $-\mathbf n_b$ at the silicon. An element of $B$ is therefore a sum over shared atoms of a scalar product divided by a mass.

- The diagonal element is $\alpha(1/m+1/M)$.
- Two bonds sharing an O give $\alpha\,\mathbf n_b\cdot\mathbf n_{b'}/m$. Seen from the O, its neighbours lie along $-\mathbf n_b$ and $-\mathbf n_{b'}$. The two minus signs cancel, and the product is $c=\cos\theta<0$.
- Two bonds sharing a Si give $\alpha\,\mathbf n_b\cdot\mathbf n_{b'}/M$. The four tetrahedral vectors add to zero. Their sum multiplied by one of them gives $1+3x=0$, so each product is $x=-1/3$.

Let $P$ exchange the elongations of the two bonds at every O, so $P^2=1$. Let $Q$ replace the four elongations at every Si by their mean, so $Q^2=Q$. Within one tetrahedron, the matrix with 1 on the diagonal and $-1/3$ elsewhere is $\tfrac43$ times the identity minus $\tfrac13$ times the all-ones matrix. The all-ones matrix is $4Q$. Hence

$$B=a(1+cP)+g(1-Q),\qquad a=\frac{\alpha}{m},\quad g=\frac{4\alpha}{3M}.$$

The local angles enter, but the orientation of one tetrahedron relative to the next does not.

Q: There are three coordinates per atom but fewer bonds. Where are the missing modes?

A: For $N$ silicon atoms there are $2N$ oxygens, $9N$ coordinates and $4N$ bonds. The eigenvalues of $P$ are $\pm1$, and $1-Q$ is never negative, so

$$B\ge a(1-|c|)>0 .$$

All $4N$ eigenvalues of $B$ are thus nonzero, and the other $5N$ modes have zero frequency: they move atoms without stretching any bond to first order. In real silica the omitted forces act on these motions, so this model says nothing useful about the low-frequency spectrum. Those forces also shift the band edges, which are therefore strict bounds only within the model.

Q: $P$ and $Q$ do not commute. You cannot simply add their eigenvalues.

A: No, but their mismatch is controlled by one number at a time. Let $s_i$ be the normalized state with elongation $1/2$ on each of the four bonds of silicon $i$. These states span the space $Q=1$. The element $\langle s_i|P|s_j\rangle$ is $1/4$ times the number of oxygens joining $i$ and $j$, which is the Si adjacency matrix divided by 4.

Take a normalized eigenvector $v$ of that matrix with eigenvalue $\varepsilon$, and form $\phi=\sum_i v_is_i$. Then $Q\phi=\phi$ and $QP\phi=\varepsilon\phi$. Since $P$ preserves length, $-1\le\varepsilon\le1$. Acting with $B$ gives

$$B\phi=a\phi+ac\,P\phi,$$
$$BP\phi=aP\phi+ac\,\phi+g(P\phi-\varepsilon\phi).$$

So $\phi$ and $P\phi$ span an invariant plane. For a state $x\phi+yP\phi$ with $|\varepsilon|<1$, comparing coefficients gives

$$\omega^2x=ax+(ac-g\varepsilon)y,\qquad \omega^2y=ac\,x+(a+g)y .$$

A nonzero solution requires

$$(a-\omega^2)(a+g-\omega^2)-ac(ac-g\varepsilon)=0 .$$

Expanded, this is

$$\omega^4-(2a+g)\omega^2+a^2+ag-a^2c^2+acg\varepsilon=0 .$$

A quarter of the discriminant is $(a+g/2)^2-a^2-ag+a^2c^2-acg\varepsilon$. The terms $a^2$ and $ag$ cancel, and $-c=|c|$, so

$$\omega_\pm^2=a+\frac g2\pm\sqrt{a^2c^2+a|c|g\,\varepsilon+\frac{g^2}{4}} .$$

Q: Then where are the edges?

A: The square root grows with $\varepsilon$, so the extreme values lie at $\varepsilon=\pm1$.

At $\varepsilon=1$ the radicand is $(a|c|+g/2)^2$, and the two roots are $a(1-|c|)$ and $a(1+|c|)+g$. At $\varepsilon=-1$ it is $(a|c|-g/2)^2$, and the roots are $a(1+|c|)$ and $a(1-|c|)+g$, in an order that depends on the sign inside the square. With $c=-|c|$ restored, the four values are

$$\omega_1^2=\frac{\alpha}{m}(1+\cos\theta),\qquad \omega_2^2=\frac{\alpha}{m}(1-\cos\theta),$$
$$\omega_3^2=\omega_1^2+\frac{4\alpha}{3M},\qquad \omega_4^2=\omega_2^2+\frac{4\alpha}{3M}.$$

The lower band lies between $\omega_1^2$ and the smaller of $\omega_2^2,\omega_3^2$. The upper band lies between the larger of these two and $\omega_4^2$.

Q: You have at most $2N$ states in those planes, but $B$ has $4N$. The rest might fall in the gap.

A: They fall on the edges. A state $\chi$ orthogonal to every $\phi$ and every $P\phi$ has $Q\chi=0$ and $QP\chi=0$. The operator $P$ maps this remaining space into itself, so we may choose $P\chi=\pm\chi$. Then

$$B\chi=[a(1\pm c)+g]\chi,$$

which is $\omega_3^2$ for the plus sign and $\omega_4^2$ for the minus sign.

For the count, let $p$ and $q$ be the numbers of eigenvalues $\varepsilon=1$ and $\varepsilon=-1$. At these values $P\phi=\pm\phi$, so the plane shrinks to one state, with $\omega^2=a(1\pm c)$, that is, $\omega_1^2$ or $\omega_2^2$. Let $n_3$ and $n_4$ count the remaining states at $\omega_3^2$ and $\omega_4^2$. The total dimension requires

$$n_3+n_4=4N-2(N-p-q)-(p+q)=2N+p+q .$$

The trace of $P$ is zero, both in the whole space and in each two-dimensional plane. Hence $n_3-n_4+p-q=0$, and

$$n_3=N+q,\qquad n_4=N+p .$$

In a connected finite periodic network $p=1$. The condition $\varepsilon=1$ makes each $v_i$ the mean of its neighbours, so the largest value spreads through the whole network. The condition $\varepsilon=-1$ makes $v$ alternate in sign from each Si to the next. That is possible if all rings, including closed paths through the periodic boundary, contain an even number of Si, which gives $q=1$; one odd ring forbids it, and $q=0$.

Q: Glass has odd rings. Then the edge at $\varepsilon=-1$ is fictitious.

A: It remains a rigorous bound, but modes need not reach it. For $\omega_3$ this hardly matters, since at least $N$ states sit there in any case. The value $\omega_2$ has no such set of states. In an infinite network it is approached if there are arbitrarily large regions without odd rings and with a small ratio of surface to volume: an alternating trial vector on such a region brings $\varepsilon$ close to $-1$. Likewise, a uniform trial vector on large compact regions brings $\varepsilon$ close to $+1$, and so $\omega^2$ close to $\omega_1^2$.

Q: What moves at each edge?

A: The displacement formula $u=\alpha\mathcal M^{-1}A^Te/\omega^2$ answers this. An oxygen moves along $\mathbf n_1e_1+\mathbf n_2e_2$. For $P=+1$ this is $\mathbf n_1+\mathbf n_2$, the bisector of the angle; for $P=-1$ it is $\mathbf n_1-\mathbf n_2$, the Si-Si line. The first case holds at $\omega_1$ and $\omega_3$, the second at $\omega_2$ and $\omega_4$.

The kinetic energy of all atoms is proportional to $\langle e|B|e\rangle=\omega^2\langle e|e\rangle$, and the Si part of it to $g\langle e|1-Q|e\rangle$. The Si share is therefore zero at $\omega_1$ and $\omega_2$, where $Q=1$, and $g/\omega^2$ at $\omega_3$ and $\omega_4$, where $Q=0$.

This allows a direct check. With Si at rest, an oxygen moving along the bisector stretches each of two springs by $\cos(\theta/2)$ times its displacement. Then $\omega^2=(2\alpha/m)\cos^2(\theta/2)=a(1+\cos\theta)$, which is $\omega_1^2$. Motion along the Si-Si line replaces the cosine by a sine and gives $\omega_2^2$.

Q: And the limits?

A: For $M\to\infty$, $g$ vanishes and each band shrinks to a level of an oxygen between fixed neighbours. For $\theta\to90^\circ$, $c=0$ and the two bonds of an oxygen decouple: $B=a+g(1-Q)$ has $N$ states at $a$ and $3N$ at $a+g$. For $\theta\to180^\circ$, $\omega_1$ falls to zero and a connected periodic network gains one more zero mode.

Between these limits, the gap between the bounds, measured in $\omega^2$, is

$$|\omega_2^2-\omega_3^2|=|2a|c|-g| .$$

The bounds meet at $|c|=g/(2a)$, that is, at

$$\cos\theta_c=-\frac{2m}{3M}.$$

Above $\theta_c$ the states at $\omega_3$ belong to the lower band, and each band holds $2N$ states. Below $\theta_c$ they belong to the upper band, and the division is $N$ to $3N$. At $\theta_c$ itself the roots are $\omega_\pm^2=\omega_3^2\pm g\sqrt{(1+\varepsilon)/2}$. If odd rings keep every $\varepsilon$ clearly above $-1$, the level $\omega_3$ then has a gap on each side.

Q: Put in numbers.

A: Take the round parameters $\alpha=30$ eV/Å$^2$, $m=16$ u, $M=28$ u and $\theta=145^\circ$. The bond length does not enter the edges. In atomic units $\alpha=0.3087$ and $m=29166$, so $a=1.0585\times10^{-5}$ and $\hbar\sqrt a=0.08853$ eV. Further, $c=-0.8192$ and

$$\frac ga=\frac{4m}{3M}=\frac{64}{84}=0.7619 .$$

The edges follow from $\hbar\omega=0.08853\ \text{eV}\times\sqrt{\omega^2/a}$:

- $\omega_1^2/a=1-0.8192=0.181$, so $\hbar\omega_1=0.0377$ eV (304 cm$^{-1}$).
- $\omega_3^2/a=0.181+0.762=0.943$, so $\hbar\omega_3=0.0860$ eV (693 cm$^{-1}$).
- $\omega_2^2/a=1+0.8192=1.819$, so $\hbar\omega_2=0.1194$ eV (963 cm$^{-1}$).
- $\omega_4^2/a=1.819+0.762=2.581$, so $\hbar\omega_4=0.1422$ eV (1147 cm$^{-1}$).

The gap between the bounds runs from 0.0860 to 0.1194 eV. Silicon carries $0.762/0.943=81\%$ of the kinetic energy at $\omega_3$ and $0.762/2.581=30\%$ at $\omega_4$. These bounds would meet at $\cos\theta_c=-32/84=-0.381$, or $\theta_c=112.4^\circ$, far below the chosen angle.

These parameters are illustrative and are not fitted to silica, whose main measured features lie near 440, 800 and 1060 to 1200 cm$^{-1}$. At fixed masses the ratios of the edges depend on the angle alone, and at $145^\circ$ no value of $\alpha$ matches these positions: placing $\omega_1$ at 440 cm$^{-1}$ would put $\omega_4$ near 1660 cm$^{-1}$. Setting $\omega_1$ and $\omega_3$ to 440 and 800 cm$^{-1}$ requires $\theta\approx132^\circ$ and $\alpha\approx35$ eV/Å$^2$. An angle fitted in this way also absorbs the omitted forces and is not a measurement of the structure.

Q: How strongly do the outer edges respond to the angle?

A: At fixed $\alpha$, differentiation gives $d\omega_4/d\theta=a\sin\theta/(2\omega_4)$ and $d\omega_1/d\theta=-a\sin\theta/(2\omega_1)$. Here $\sin\theta=\sqrt{1-0.8192^2}=0.574$. The upper edge rises by $0.08853\times0.574/(2\times1.607)=0.0158$ eV per radian, or about 0.0003 eV per degree. The lower edge falls by $0.08853\times0.574/(2\times0.425)=0.060$ eV per radian, or about 0.001 eV per degree. If a change of angle also changes $\alpha$, these slopes alone are not enough.

Q: Has any of this been tested on atoms with real positions?

A: Yes. A periodic network of 32 Si and 64 O atoms, made of tilted regular tetrahedra, was given its spring forces, and the Hessian was found by finite differences. All 288 squared frequencies agree with the formulas to $1.5\times10^{-9}$ of $a$, and the edge motions agree as well. The numerical output also covers $\theta_c$ and $111^\circ$; at $111^\circ$ the division of states has changed to 32 and 96. At $\theta_c$ itself the bands touch, so the listed division into 64 and 64 is a convention.

That network has even rings. A second test used a random fourfold network of 80 Si atoms with odd rings. Its atoms need not fit together in space: each displacement may be referred to the atom's own axes without changing the spectrum. Its smallest $\varepsilon$ is $-0.827$, and its upper band starts at 0.123 eV, above the bound of 0.119 eV. This network tests independence of topology; its density of states is not that of a glass.

Q: In a glass the angle varies from one oxygen to the next. What survives?

A: Within this spring model, the outer bounds survive, and so does a weaker form of the inner ones. Each oxygen then has its own $c_o$, and the term $cP$ has eigenvalues $\pm c_o$. With $|c|_{\max}$ the largest magnitude, every nonzero frequency of the model obeys

$$a(1-|c|_{\max})\le\omega^2\le a(1+|c|_{\max})+g .$$

The formula for $\omega_\pm$ fails, because $\phi$ and $P\phi$ no longer span an invariant plane. Inner bounds remain, now set by the narrowest angle, whose cosine has magnitude $|c|_{\min}$. The oxygen term has $2N$ eigenvalues $a(1-|c_o|)$ and $2N$ eigenvalues $a(1+|c_o|)$. Adding $g(1-Q)$, which lies between $0$ and $g$, raises each ordered eigenvalue by at least $0$ and at most $g$. The lowest $2N$ nonzero modes therefore have $\omega^2\le a(1-|c|_{\min})+g$, and the highest $2N$ have $\omega^2\ge a(1+|c|_{\min})$. A gap persists if $2a|c|_{\min}>g$. For a narrowest angle of $135^\circ$, $|c|_{\min}=0.7071$, and no mode lies between 0.0909 and 0.1157 eV.

For angles spread over $135^\circ$ to $155^\circ$ in the random network, the highest mode is at 0.1441 eV, close to its bound of 0.1446 eV. The lowest nonzero mode is at 0.0372 eV, well above its bound of 0.0271 eV.

The two bounds are not equally hard to reach. The upper one needs $Q=0$ and $P=-1$ on oxygens of the widest angle. A single ring of such oxygens is enough, with elongations $+1$ and $-1$ alternating from bond to bond around it. To reach the lower one exactly, a finite connected network needs $Q=1$ and $P=+1$, hence equal elongation of every bond, and so the widest angle at every oxygen. A mode can still come close to this bound if oxygens of the widest angle fill a large compact region.

## Computed values

```
INPUT (round model parameters)
spring constant alpha = 30.0 eV/angstrom^2
O mass = 16.0 u, Si mass = 28.0 u
Si-O-Si angle = 145.0 deg, bond = 1.60 angstrom
cos(theta) = -0.81915
alpha = 0.308726 hartree/bohr^2
m = 29166.22, M = 51040.88 electron masses
a = alpha/m = 1.058505e-05 atomic units
g = 4 alpha/(3M) = 8.064797e-06 atomic units, g/a = 0.76190
hbar*sqrt(a) = 0.08853 eV
gap-closing angle: cos = -0.38095, theta_c = 112.393 deg
REAL-SPACE PERIODIC NETWORK, finite-difference Hessian
theta = 145.000 deg: max error/a = 1.5e-09, gap/a = 0.87640
  states in lower, upper band = 64, 64
  Si atoms = 32, zero modes = 160
  eps range = -1.00000 to 1.00000
  edge 1: w^2/a = 0.18085, formula 0.03765 eV = 303.7 cm^-1
    Hessian 0.03765 eV, states 1, Si kinetic share 0.0000
    share of O motion along Si-Si line 0.0000
  edge 2: w^2/a = 1.81915, formula 0.11941 eV = 963.1 cm^-1
    Hessian 0.11941 eV, states 1, Si kinetic share 0.0000
    share of O motion along Si-Si line 1.0000
  edge 3: w^2/a = 0.94275, formula 0.08596 eV = 693.3 cm^-1
    Hessian 0.08596 eV, states 33, Si kinetic share 0.8082
    share of O motion along Si-Si line 0.0000
  edge 4: w^2/a = 2.58106, formula 0.14223 eV = 1147.2 cm^-1
    Hessian 0.14223 eV, states 33, Si kinetic share 0.2952
    share of O motion along Si-Si line 1.0000
theta = 112.393 deg: max error/a = 1.6e-09, gap/a = 0.00000
  states in lower, upper band = 64, 64
theta = 111.000 deg: max error/a = 1.6e-09, gap/a = 0.04517
  states in lower, upper band = 32, 96
RANDOM NETWORK WITH ODD RINGS, one common angle
Si atoms = 80, smallest eps = -0.82720
max error/a = 6.1e-15
states at edge 3 = 80, at edge 4 = 81
upper band starts at 0.12295 eV, bound (edge 2) 0.11941 eV
SAME NETWORK, angles spread over 135 to 155 deg
lowest nonzero 0.03723 eV, bound 0.02710 eV
highest 0.14414 eV, bound 0.14461 eV
```
